# Stiffness and free energy of a step, compared with an Ising wall

## Problem

A monatomic step runs, on average, along a close-packed row of a square lattice with spacing $a$. Every piece of step edge of length $a$, along the row or across it, costs an energy $\varepsilon$. In the terrace-step-kink (TSK) model the edge has one height in each column. Between neighbouring columns it jumps by $na$, where the kink $n$ is any integer and costs $|n|\varepsilon$. Kinks are independent, and other steps are far away.

Let $\beta(\theta)$ be the step free energy per unit length at angle $\theta$ to the row. The stiffness is $\tilde\beta=\beta+\beta''$, with primes for derivatives in $\theta$, taken here at $\theta=0$.

1. Find $\tilde\beta$ and $\beta$ of the TSK step at temperature $T$.
2. The wall between up and down domains of the Ising model, $H=-J\sum ss'$ over nearest neighbours, may also have overhangs, and both domains may contain islands. A broken bond raises the energy from $-J$ to $+J$, so the same edge energy requires $\varepsilon=2J$. Find the wall's free energy and the temperature $T_c$ at which it vanishes. Does the TSK step agree with it?
3. Do the stiffnesses agree?

Evaluate the results for the model parameters $a=0.25$ nm and $\varepsilon=0.100$ eV at 600 K.

Throughout, $K=J/kT=\varepsilon/2kT$ and $q=e^{-\varepsilon/kT}=e^{-2K}$.

## First estimate by scaling

The stiffness controls how far a step wanders. Let $f(s)$ be the free energy per length projected on the row, at slope $s=\tan\theta$. A true length $\ell$ projects to $\ell\cos\theta$, so $\beta=f(\tan\theta)\cos\theta$. Differentiating,

$$\beta'=\frac{f'}{\cos\theta}-f\sin\theta,$$

$$\beta''=\frac{f''}{\cos^3\theta}+\frac{f'\sin\theta}{\cos^2\theta}-\frac{f'\sin\theta}{\cos^2\theta}-f\cos\theta .$$

The terms in $f'$ cancel and the last term is $-\beta$, so $\beta+\beta''=f''/\cos^3\theta$. At $\theta=0$ this is $\tilde\beta=f''(0)$. A constant cost per column therefore has no effect on the stiffness.

A step of projected length $L$ whose end is displaced by $y$ has slope $y/L$ and extra free energy $L\tilde\beta(y/L)^2/2$. The Boltzmann factor is a Gaussian with

$$\langle y^2\rangle=\frac{kTL}{\tilde\beta}.$$

At low temperature, kinks are rare and have unit height. Each column has one with probability about $2q$, counting both signs. The $L/a$ columns form a random walk with $\langle y^2\rangle\approx a^2(2q)(L/a)$, and hence

$$\tilde\beta\approx\frac{kT}{2aq}=\frac{kT}{2a}e^{\varepsilon/kT}.$$

A dilute ideal gas of $2q$ kinks per column contributes $-2qkT$ to the free energy, so $\beta\approx(\varepsilon-2qkT)/a$. At 600 K, $kT=0.051704$ eV and $q=0.14456$, which give

$$\tilde\beta\approx\frac{0.051704}{2(0.25)(0.14456)}=0.715\ \text{eV/nm},$$

$$\beta\approx0.4000-\frac{2(0.14456)(0.051704)}{0.25}=0.340\ \text{eV/nm}.$$

The free energy should vanish when the entropy per column, of order $k$, balances the energy $\varepsilon$. This suggests $T_c\sim\varepsilon/k\approx1160$ K.

## Exact solution of the TSK step

A configuration of $N$ columns has energy $\varepsilon\sum_i(1+|n_i|)$. To control the slope as well, weight each kink by $e^{Xn}$. For $|X|<2K$ the two geometric series converge:

$$G(X)=\sum_n q^{|n|}e^{Xn}=1+\frac{qe^X}{1-qe^X}+\frac{qe^{-X}}{1-qe^{-X}}=\frac{1-q^2}{1-2q\cosh X+q^2}.$$

Dividing numerator and denominator by $2q$ gives

$$G(X)=\frac{\sinh2K}{\cosh2K-\cosh X}.$$

At $X=0$, $\sinh2K=2\sinh K\cosh K$ and $\cosh2K-1=2\sinh^2K$ give $G(0)=\coth K$. The free energy per column is $\varepsilon-kT\ln G(0)$, so

$$\boxed{\beta=\frac1a\left[\varepsilon+kT\ln\tanh\frac{\varepsilon}{2kT}\right]}$$

This is the free energy at zero mean slope, because the sum over all displacements is dominated by $s=0$.

The mean kink is zero by symmetry, and its variance is the second derivative of $\ln G$ at $X=0$. Since $(\ln G)'=\sinh X/(\cosh2K-\cosh X)$,

$$\langle n^2\rangle=\frac1{\cosh2K-1}=\frac{1}{2\sinh^2K}.$$

For the tilted step, let $\phi(s)=af(s)/kT$ and $Y(X)=2K-\ln G(X)$. Paths with total displacement $d=Ns$ (in units of $a$) have total weight $e^{-N\phi(s)}$ to leading exponential order. Summing them with the factor $e^{Xd}$ gives $e^{-NY(X)}$. For large $N$ the largest term dominates, so $-Y(X)=\max_s[Xs-\phi(s)]$. The inverse Legendre transform is

$$\phi(s)=\max_X[Xs+Y(X)],\qquad Y(X)=Y(0)-\tfrac12\langle n^2\rangle X^2+\dots$$

The maximum is at $X=s/\langle n^2\rangle$, so $\phi=Y(0)+s^2/(2\langle n^2\rangle)+\dots$. Then $f''(0)=kT/(a\langle n^2\rangle)$, or

$$\boxed{\tilde\beta=\frac{2kT}{a}\sinh^2\frac{\varepsilon}{2kT}}$$

## Exact solution of the Ising wall

**Transfer matrix.** Close the lattice into a ring of $M$ columns and build it up row by row. Reversing the sign of one bond in each row forces a wall to run along the building direction. Let $\tau=+1$ denote the ordinary ring and $\tau=-1$ the reversed one. The wall free energy per row follows from the ratio of their largest eigenvalues.

With Pauli matrices $\sigma^x_j,\sigma^y_j,\sigma^z_j$ in column $j$, the bonds within a row give $D=\exp(K\sum_j\sigma^z_j\sigma^z_{j+1})$, where the last bond carries the factor $\tau$. A bond between rows gives

$$e^K+e^{-K}\sigma^x=R\,e^{K^*\sigma^x},\qquad \tanh K^*=e^{-2K},\quad R^2=2\sinh2K .$$

The transfer matrix is $V=R^MD^{1/2}AD^{1/2}$ with $A=\exp(K^*\sum_j\sigma_j^x)$. From $\tanh K^*=e^{-2K}$ follow

$$\sinh2K^*=\frac1{\sinh2K},\quad\cosh2K^*=\coth2K,\quad e^{-2K^*}=\frac{1-e^{-2K}}{1+e^{-2K}}=\tanh K .$$

**Fermions.** Define

$$\eta_j=\Big(\prod_{l<j}\sigma^x_l\Big)\sigma^z_j,\qquad \zeta_j=\Big(\prod_{l<j}\sigma^x_l\Big)\sigma^y_j .$$

These operators square to 1 and anticommute with one another. Multiplication gives $\sigma^x_j=i\eta_j\zeta_j$ and $\sigma^z_j\sigma^z_{j+1}=i\zeta_j\eta_{j+1}$ for $j<M$. With $P=\prod_j\sigma^x_j=\pm1$, which commutes with $V$, the last bond is $\tau\sigma^z_M\sigma^z_1=-\tau P\,i\zeta_M\eta_1$. It takes the same form as the others if $\eta_{M+1}=-\tau P\eta_1$. The allowed wave numbers thus obey $e^{ikM}=-\tau P$. A single $\eta_j$ or $\zeta_j$ reverses $P$, so the following steps are applied not to $V$ itself but to the two operators obtained by replacing $P$ in the last bond with the number $+1$ or $-1$. Each has exponents quadratic in $\eta,\zeta$, acts on all $2^M$ states, and coincides with $V$ on the states with that value of $P$. Its other eigenstates are discarded at the end.

Because $\eta_j$ anticommutes with $S=i\eta_j\zeta_j$, and $S^2=1$, $S\eta_j=-i\zeta_j$,

$$A^{-1}\eta_jA=e^{-2K^*S}\eta_j=\cosh2K^*\,\eta_j+i\sinh2K^*\,\zeta_j .$$

Likewise $\zeta_j\to\cosh2K^*\zeta_j-i\sinh2K^*\eta_j$. The factor $D$ does the same with $K$ for $K^*$ and the pair $(\zeta_j,\eta_{j+1})$ for $(\eta_j,\zeta_j)$. For the Fourier components $\eta_k=M^{-1/2}\sum_je^{-ikj}\eta_j$ and $\zeta_k$, the shift $j\to j+1$ gives a factor $e^{ik}$, and the two maps are

$$A_k=\begin{pmatrix}\cosh2K^*&i\sinh2K^*\\-i\sinh2K^*&\cosh2K^*\end{pmatrix},$$

$$D_k=\begin{pmatrix}\cosh2K&-ie^{-ik}\sinh2K\\ie^{ik}\sinh2K&\cosh2K\end{pmatrix}.$$

Both have determinant 1, so their product has eigenvalues $e^{\pm\gamma(k)}$. Splitting $D$ into two square roots does not change the trace, which is $2\cosh\gamma$:

$$\cosh\gamma(k)=\cosh2K\cosh2K^*-\sinh2K\sinh2K^*\cos k=\cosh2K\coth2K-\cos k .$$

An operator $\psi$ with $V^{-1}\psi V=e^{\gamma}\psi$ satisfies $V\psi=e^{-\gamma}\psi V$, so it lowers an eigenvalue of $V$ by the factor $e^{-\gamma}$. There is one such operator for each of the $M$ wave numbers. The exponents in $A$ and $D$ are traceless, so $V/R^M$ has determinant 1, and this fixes the prefactor:

$$\Lambda=R^M\exp\Big[\tfrac12\sum_k\gamma(k)-\sum_k m_k\gamma(k)\Big],\qquad m_k=0,1 .$$

**Number of excitations.** Not all of these states are allowed, because $P$ must match the wave numbers. At low temperature, $K^*\to0$, the state with no excitation has $i\zeta_j\eta_{j+1}=1$ for all $j$. The product of all $\sigma^z_j\sigma^z_{j+1}$ around the ring, without $\tau$, is 1. The first $M-1$ factors are 1, so the last is too: $1=\sigma^z_M\sigma^z_1=-P\,i\zeta_M\eta_1$.

- If $e^{ikM}=-1$, then $\eta_{M+1}=-\eta_1$ and $i\zeta_M\eta_1=-1$, so the empty state has $P=+1$.
- If $e^{ikM}=+1$, then $i\zeta_M\eta_1=+1$, and the empty state has $P=-1$.

On the ordinary ring, $e^{ikM}=-P$, and both empty states are allowed. On the reversed ring, $e^{ikM}=P$, and neither is. Each excitation changes the sign of $P$, so the reversed ring holds an odd number of them. This remains true as long as no $\gamma(k)$ reaches zero, that is, for $K>K^*$. One excitation is one wall.

For the wave numbers with $e^{ikM}=1$, the wall free energy per row, relative to the ordinary ring and in units of $kT$, is

$$\gamma(k)+\tfrac12\Big[\sum_{e^{ik'M}=-1}\gamma(k')-\sum_{e^{ik'M}=1}\gamma(k')\Big].$$

Writing $\gamma(k)=\sum_rc_re^{ikr}$, the bracket contains only $c_{\pm M},c_{\pm3M},\dots$, multiplied by $-2M$. For $K>K^*$, $\gamma$ is analytic on the real axis, these coefficients fall exponentially, and the bracket vanishes for a wide ring.

**Tension.** The lowest wall has $k=0$, where $\cosh\gamma(0)=\cosh(2K-2K^*)$. With $2K^*=-\ln\tanh K$,

$$a\beta_{\text{Ising}}=kT\gamma(0)=2J+kT\ln\tanh\frac J{kT}.$$

This is Onsager's result, and with $\varepsilon=2J$ it is identical to the TSK free energy. At this orientation, the overhangs and islands omitted from the TSK model make no net contribution to the wall free energy. The expression vanishes at $K=K^*$, where $\sinh2K\sinh2K^*=1$ becomes

$$\sinh\frac{2J}{kT_c}=1,\qquad kT_c=\frac{2J}{\ln(1+\sqrt2)} .$$

**Stiffness.** A wall of wave number $k$ acquires the factor $e^{-N\gamma(k)}$ over $N$ rows. Its weight for a displacement of $d$ columns is an integral over $k$ of $e^{ikd-N\gamma(k)}$ times a smooth amplitude. For large $N$, small $k$ dominates:

$$\int dk\,e^{ikd-N\gamma(0)-N\gamma''(0)k^2/2}\propto e^{-N\gamma(0)}\exp\Big[-\frac{d^2}{2N\gamma''(0)}\Big].$$

Thus $\gamma''(0)$ takes the place of $\langle n^2\rangle$. Differentiating $\cosh\gamma=\text{const}-\cos k$ gives $\gamma'\sinh\gamma=\sin k$. A second derivative at $k=0$, where $\gamma'=0$, gives $\gamma''(0)=1/\sinh\gamma(0)$. Therefore

$$\frac{a\tilde\beta_{\text{Ising}}}{kT}=\sinh(2K-2K^*)=\sinh2K\coth2K-\frac{\cosh2K}{\sinh2K}=\cosh2K-\coth2K .$$

The TSK value is $2\sinh^2K=\cosh2K-1$, so the stiffnesses differ:

$$\boxed{\tilde\beta_{\text{Ising}}=\tilde\beta-\frac{kT}{a}\left[\coth\frac{2J}{kT}-1\right]}$$

## Comparison

At 600 K, $\langle n^2\rangle=0.39508$ and $G(0)=1.33797$. The exact TSK results are

$$\tilde\beta=\frac{0.051704}{0.25(0.39508)}=0.5235\ \text{eV/nm}=83.9\ \text{pN},$$

$$\beta=0.4000-\frac{0.051704}{0.25}\ln1.33797=0.3398\ \text{eV/nm}.$$

Over 100 nm, or 400 columns, the rms wandering is $0.25\sqrt{400(0.39508)}=3.14$ nm.

The scaling estimate of the stiffness is 37% above the exact TSK value, while that of the free energy is off by about 0.1%. Expansion in $q$ shows why:

$$\frac{a\tilde\beta}{kT}=\frac{(1-q)^2}{2q},\qquad \ln G(0)=\ln\frac{1+q}{1-q}=2q+\tfrac23q^3+\dots$$

The stiffness has a relative correction $-2q$ from the start; the kink free energy has no term in $q^2$. The estimate $T_c\sim1160$ K compares with the exact 1317 K.

For the Ising stiffness, $\coth2K-1=2q^2/(1-q^2)=0.0427$. Subtracting $0.0427(0.051704)/0.25=0.0088$ eV/nm leaves 0.5147 eV/nm, so the TSK value is 1.7% above it. The difference grows with temperature (free energy and stiffnesses in eV/nm):

| $T$ (K) | $\beta$, both | $\tilde\beta$, TSK | $\tilde\beta$, Ising |
|---|---|---|---|
| 300 | 0.3957 | 2.3720 | 2.3719 |
| 600 | 0.3398 | 0.5235 | 0.5147 |
| 900 | 0.2246 | 0.2956 | 0.2447 |
| 1200 | 0.0688 | 0.2090 | 0.0692 |
| 1317 ($T_c$) | 0 | 0.1880 | 0 |

Near $T_c$ the Ising ratio $\tilde\beta/\beta=\sinh\gamma(0)/\gamma(0)$ tends to 1. Then $\beta''$ is negligible beside $\beta$, as a tension independent of direction requires. The TSK stiffness instead stays at $(\sqrt2-1)kT_c/a$, since $\cosh2K=\sqrt2$ there. Agreement of the free energies up to $T_c$ is thus no evidence that the TSK model describes the fluctuations of an Ising wall there.

Above $T_c$ the common formula turns negative; at 2000 K it gives $-0.472$ eV/nm. This is not a tension. In the set $e^{ikM}=1$, the $k=0$ mode contributes a factor $e^{\pm(K-K^*)}$ to the eigenvalue. When $K-K^*$ changes sign, the larger factor belongs to the opposite $P$. The reversed ring then admits the state with no excitation, and the wall free energy vanishes as the ring widens. At 2000 K it falls from 0.0036 eV/nm for 6 columns to 0.0002 eV/nm for 10.

The TSK stiffness formula holds at zero mean tilt, for independent kinks whose height is not restricted. If only $n=0,\pm1$ were allowed, $\langle n^2\rangle$ would be $2q/(1+2q)$ and the stiffness at 600 K would be 0.922 eV/nm. If the straight edge costs an energy other than $\varepsilon$ per column, the stiffness is unchanged, but $\beta$ shifts by a constant and no longer equals Onsager's expression. The numerical check tests the TSK stiffness by counting weighted paths and the wall formulas by diagonalizing transfer matrices of small rings.

## Table of computed values

```
lattice spacing a = 0.25 nm
edge energy eps = 0.100 eV, J = 0.050 eV
main temperature = 600 K
kT = 0.051704 eV
K = J/kT = 0.96704
q = exp(-eps/kT) = 0.14456
column sum Z = 1.33797
mean-square kink <n^2> = 0.39508
straight-step energy eps/a = 0.4000 eV/nm
TSK free energy = 0.33979 eV/nm
Onsager tension = 0.33979 eV/nm
tension from 10-spin ring = 0.33979 eV/nm
TSK stiffness = 0.52348 eV/nm
TSK stiffness = 83.87 pN
stiffness from path counting = 0.52346 eV/nm
Ising stiffness = 0.51465 eV/nm
Ising stiffness from ring = 0.51465 eV/nm
TSK stiffness excess over Ising = 1.72 %
rms wandering over 100 nm = 3.143 nm
Tc = 1316.64 K
Tc estimate from rings of 6 and 8 = 1313.31 K
T (K), T/Tc, free energy, TSK stiffness, Ising stiffness (eV/nm)
  300.00  0.2279   0.39568   2.37196   2.37187
  600.00  0.4557   0.33979   0.52348   0.51465
  900.00  0.6836   0.22457   0.29565   0.24471
 1200.00  0.9114   0.06885   0.20896   0.06916
 1316.64  1.0000   0.00000   0.18799   0.00000
TSK stiffness at Tc in units of kTc/a = 0.41421
Ising stiffness/tension at 0.999 Tc = 1.000001
TSK stiffness/free energy at 0.999 Tc = 235.3
TSK free energy at 2000 K = -0.47208 eV/nm
Ising wall, ring of 6, 2000 K = 0.003611 eV/nm
Ising wall, ring of 10, 2000 K = 0.000171 eV/nm
```
